# Interatomic potentials from frozen atomic densities in a local density functional: test program

```python
# Result under test: for frozen spherical neutral atoms A, B and the functional
#   E[n] = CF*int n^(5/3) + (all Coulomb energies) - CX*int n^(4/3),
# the interaction V(R) = E[nA+nB] - E[nA] - E[nB] is the sum of
#   VC = ZB*PhiA(R) - int nB*PhiA                      (electrostatic)
#   Vk = CF*int[(nA+nB)^(5/3) - nA^(5/3) - nB^(5/3)]   (excess kinetic)
#   Vx = -CX*int[(nA+nB)^(4/3) - nA^(4/3) - nB^(4/3)]  (excess exchange)
# PhiA: potential of the whole neutral atom A; R: separation; Z: nuclear charge.
# Atomic units throughout. A = boron, B = silicon.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import spherical_jn
from pyscf import gto, scf, dft
from pyscf.scf import atom_hf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
CF = 0.3 * (3 * np.pi**2) ** (2 / 3)
CX = 0.75 * (3 / np.pi) ** (1 / 3)
BASIS = "def2-tzvp"


class Atom:
    """Spherically averaged restricted Hartree-Fock atom."""

    def __init__(self, symbol, spin):
        self.mol = gto.M(atom=symbol + " 0 0 0", spin=spin, basis=BASIS, verbose=0)
        result = next(iter(atom_hf.get_atm_nrhf(self.mol).values()))
        self.energy, coeff, occ = result[0], result[2], result[3]
        self.dm = (coeff * occ) @ coeff.T
        self.Z = float(self.mol.atom_charge(0))
        self.x = np.linspace(np.log(1e-9), np.log(40.0), 5000)
        self.r = np.exp(self.x)
        self.n = self.density(self.r)[0]
        self.charge = CubicSpline(self.x, 4*np.pi*self.r**3*self.n).antiderivative()
        self.inverse = CubicSpline(self.x, 4*np.pi*self.r**2*self.n).antiderivative()
        self.mean_inverse_r = float(self.inverse(self.x[-1]))

    def density(self, r):
        """Density and its radial derivative at distances r."""
        points = np.zeros((len(r), 3))
        points[:, 2] = r
        ao = self.mol.eval_gto("GTOval_sph_deriv1", points)
        half = ao[0] @ self.dm
        n = np.maximum((half * ao[0]).sum(axis=1), 0.0)
        return n, 2 * (half * ao[3]).sum(axis=1)

    def potential(self, r):
        """Potential of nucleus plus electrons, from radial integrals."""
        x = np.log(np.clip(r, self.r[0], self.r[-1]))
        return (self.Z - self.charge(x)) / r - (self.mean_inverse_r - self.inverse(x))


def excess(nA, nB, p):
    return (nA + nB) ** p - nA**p - nB**p


def correlation_density(n):
    return n * dft.libxc.eval_xc(",vwn", n + 1e-40, spin=0)[0]


MU_NODES, MU_WEIGHTS = np.polynomial.legendre.leggauss(160)
NU_NODES, NU_WEIGHTS = np.polynomial.legendre.leggauss(120)


def interaction(A, B, R):
    """VC, Vk, Vx, then the omitted gradient and correlation excess terms."""
    mu_max = np.arccosh(50.0 / R)
    mu = (0.5 * mu_max * (MU_NODES + 1))[:, None]
    nu = (0.5 * np.pi * (NU_NODES + 1))[None, :]
    w = 0.25 * mu_max * np.pi * MU_WEIGHTS[:, None] * NU_WEIGHTS[None, :]
    w = w * 2 * np.pi * (R / 2) ** 3 * (np.sinh(mu)**2 + np.sin(nu)**2)
    w = (w * np.sinh(mu) * np.sin(nu)).ravel()
    rA = (R * (np.sinh(mu / 2)**2 + np.cos(nu / 2)**2)).ravel()
    rB = (R * (np.sinh(mu / 2)**2 + np.sin(nu / 2)**2)).ravel()
    nA, gA = A.density(rA)
    nB, gB = B.density(rB)
    VC = B.Z * A.potential(np.array([R]))[0] - w @ (nB * A.potential(rA))
    Vk = CF * (w @ excess(nA, nB, 5 / 3))
    Vx = -CX * (w @ excess(nA, nB, 4 / 3))
    cosine = np.clip((rA**2 + rB**2 - R**2) / (2 * rA * rB), -1, 1)
    tiny = 1e-30
    grad = ((gA**2 + gB**2 + 2 * gA * gB * cosine) / (nA + nB + tiny)
            - gA**2 / (nA + tiny) - gB**2 / (nB + tiny))
    corr = (correlation_density(nA + nB) - correlation_density(nA)
            - correlation_density(nB))
    return np.array([VC, Vk, Vx, w @ grad / 72, w @ corr])


def total_functional(mol, dm):
    """Coulomb, kinetic and exchange energies of one whole density."""
    vj = scf.hf.get_jk(mol, dm, hermi=1, with_k=False)[0]
    coulomb = (mol.energy_nuc() + np.sum(mol.intor("int1e_nuc") * dm)
               + 0.5 * np.sum(vj * dm))
    grid = dft.gen_grid.Grids(mol)
    grid.level, grid.prune = 6, None
    grid.build()
    ao = mol.eval_gto("GTOval_sph", grid.coords)
    n = np.maximum(((ao @ dm) * ao).sum(axis=1), 0.0)
    return np.array([coulomb, CF * (grid.weights @ n**(5 / 3)),
                     -CX * (grid.weights @ n**(4 / 3))])


def zbl_screening(R, ZA, ZB):
    """Published universal screening function of Ziegler, Biersack, Littmark."""
    x = R * (ZA**0.23 + ZB**0.23) / 0.8854
    return (0.1818 * np.exp(-3.2 * x) + 0.5099 * np.exp(-0.9423 * x)
            + 0.2802 * np.exp(-0.4028 * x) + 0.02817 * np.exp(-0.2016 * x))


# Uniform-gas constants: explicit plane-wave sum and exchange-hole quadrature.
k = np.arange(-40, 41)
k2 = (k[:, None, None]**2 + k[None, :, None]**2 + k[None, None, :]**2).ravel()
k2 = k2[k2 <= 40**2]
CF_sum = (2 * np.pi)**2 * k2.sum() / (2.0 * len(k2)) ** (5 / 3)
hole = sum(quad(lambda s: spherical_jn(1, s)**2 / s, a, a + 10, limit=200)[0]
           if a > 0 else
           quad(lambda s: spherical_jn(1, s)**2 / s, 1e-9, 10, limit=200)[0]
           for a in range(0, 200, 10))
CX_hole = 9 * np.pi * hole / (3 * np.pi**2) ** (2 / 3)
assert abs(CF_sum / CF - 1) < 1e-3      # finite number of plane waves
assert abs(CX_hole / CX - 1) < 1e-4     # quadrature cut at s = 200
print(f"CF = {CF:.5f}, plane-wave sum {CF_sum:.5f} (atomic units)")
print(f"CX = {CX:.5f}, exchange-hole integral {CX_hole:.5f} (atomic units)")

A, B = Atom("B", 1), Atom("Si", 2)
for name, atom in (("B", A), ("Si", B)):
    electrons = float(atom.charge(atom.x[-1]))
    assert abs(electrons - atom.Z) < 1e-5
    directions = np.array([[1, 0, 0], [0, 0, 1], [3**-0.5] * 3]) * 1.3
    ao = atom.mol.eval_gto("GTOval_sph", directions)
    assert np.ptp(((ao @ atom.dm) * ao).sum(axis=1)) < 1e-8
    print(f"{name}: Z = {atom.Z:.0f}, electrons {electrons:.6f}, "
          f"HF energy {atom.energy:.4f} hartree, "
          f"int n/r = {atom.mean_inverse_r:.4f} per bohr")

# The three terms against differences of whole functionals.
whole_A = total_functional(A.mol, A.dm)
whole_B = total_functional(B.mol, B.dm)
print(f"Local kinetic energy: B {whole_A[1]:.4f}, Si {whole_B[1]:.4f} hartree")
print(f"Local exchange energy: B {whole_A[2]:.4f}, Si {whole_B[2]:.4f} hartree")
nao_A, nao_B = len(A.dm), len(B.dm)
for R in (1.0, 2.0):
    pair = gto.M(atom=f"B 0 0 0; Si 0 0 {R}", unit="Bohr", spin=1,
                 basis=BASIS, verbose=0)
    dm = np.zeros((nao_A + nao_B,) * 2)
    dm[:nao_A, :nao_A] = A.dm
    dm[nao_A:, nao_A:] = B.dm
    direct = total_functional(pair, dm) - whole_A - whole_B
    formula = interaction(A, B, R)[:3]
    assert abs(direct[0] - formula[0]) < 1e-4
    assert np.all(np.abs(direct[1:] - formula[1:]) < 2e-3)  # molecular grid error
    print(f"R = {R:.1f} bohr, VC Vk Vx from whole functionals: "
          + " ".join(f"{v:.4f}" for v in direct) + " hartree")
    print(f"R = {R:.1f} bohr, VC Vk Vx from overlap formulas:  "
          + " ".join(f"{v:.4f}" for v in formula) + " hartree")

# Table of the potential, with signs and bounds.
ZZ = A.Z * B.Z
distances = (0.1, 0.25, 0.5, 1.0, 1.5, 2.0, 3.0, 4.0, 5.0, 6.0)
table = [interaction(A, B, R) for R in distances]
kin_bound = (2 ** (2 / 3) - 1) * (whole_A[1] + whole_B[1])
ex_bound = (2 ** (1 / 3) - 1) * (whole_A[2] + whole_B[2])
print(f"Bounds: Vk <= {kin_bound:.3f}, Vx >= {ex_bound:.3f} hartree")
print("R (bohr) | VC, Vk, Vx, V (hartree)")
for R, row in zip(distances, table):
    assert 0 <= row[1] <= kin_bound and ex_bound <= row[2] <= 0
    assert row[3] <= 0
    print(f"{R:.2f} | " + " ".join(f"{v:.5f}" for v in (*row[:3], row[:3].sum())))
print("R (bohr) | screening function: this work, ZBL | "
      "omitted gradient, correlation (hartree)")
for R, row in zip(distances, table):
    print(f"{R:.2f} | {R * row[:3].sum() / ZZ:.5f} {zbl_screening(R, A.Z, B.Z):.5f}"
          f" | {row[3]:.5f} {row[4]:.5f}")

# Close-collision constant b in V = ZA*ZB/R + b, from one-centre integrals.
def radial(values):
    return float(CubicSpline(A.x, 4 * np.pi * A.r**3 * values).integrate(
        A.x[0], A.x[-1]))

b_C = -B.Z * A.mean_inverse_r - radial(B.n * A.potential(A.r))
b_k = CF * radial(excess(A.n, B.n, 5 / 3))
b_x = -CX * radial(excess(A.n, B.n, 4 / 3))
b = b_C + b_k + b_x
R_small = 0.001
b_limit = interaction(A, B, R_small)[:3].sum() - ZZ / R_small
assert abs(b_limit - b) < 2e-3 * abs(b)     # remainder vanishes with R
united = Atom("K", 1)
b_united = united.energy - A.energy - B.energy
print(f"b parts: VC {b_C:.3f}, Vk {b_k:.3f}, Vx {b_x:.3f} hartree")
print(f"b frozen = {b:.3f}, from V at R = {R_small} bohr: {b_limit:.3f} hartree")
print(f"United atom K: HF energy {united.energy:.4f}, "
      f"relaxed b = {b_united:.3f} hartree")
print(f"Initial screening length ZA*ZB/|b| = {ZZ / abs(b):.4f} bohr")

# Head-on closest approach: V(R) equals the centre-of-mass energy.
for energy_eV in (100.0, 1000.0, 10000.0):
    target = energy_eV / HARTREE_EV
    R0 = brentq(lambda R: interaction(A, B, R)[:3].sum() - target,
                0.02, 3.0, xtol=1e-6)
    R0_zbl = brentq(lambda R: ZZ / R * zbl_screening(R, A.Z, B.Z) - target,
                    0.02, 3.0)
    print(f"E = {energy_eV:.0f} eV = {target:.4f} hartree: closest approach "
          f"{R0:.4f} bohr = {R0 * BOHR_ANGSTROM:.4f} angstrom; ZBL {R0_zbl:.4f} bohr")

print("ALL CHECKS PASSED")
```

Output:

```
CF = 2.87123, plane-wave sum 2.87123 (atomic units)
CX = 0.73856, exchange-hole integral 0.73854 (atomic units)
B: Z = 5, electrons 5.000000, HF energy -24.3803 hartree, int n/r = 11.2980 per bohr
Si: Z = 14, electrons 14.000000, HF energy -288.6264 hartree, int n/r = 49.1780 per bohr
Local kinetic energy: B 21.8891, Si 266.9755 hartree
Local exchange energy: B -3.2110, Si -18.5052 hartree
R = 1.0 bohr, VC Vk Vx from whole functionals: 3.8968 4.3769 -0.7003 hartree
R = 1.0 bohr, VC Vk Vx from overlap formulas:  3.8968 4.3769 -0.7003 hartree
R = 2.0 bohr, VC Vk Vx from whole functionals: -0.1291 1.4684 -0.3490 hartree
R = 2.0 bohr, VC Vk Vx from overlap formulas:  -0.1291 1.4684 -0.3490 hartree
Bounds: Vk <= 169.679, Vx >= -5.644 hartree
R (bohr) | VC, Vk, Vx, V (hartree)
0.10 | 438.85542 61.70799 -3.10890 497.45451
0.25 | 96.89184 38.57540 -2.43369 133.03355
0.50 | 21.40623 17.79224 -1.55386 37.64460
1.00 | 3.89681 4.37685 -0.70034 7.57333
1.50 | 0.71631 2.31291 -0.47336 2.55585
2.00 | -0.12912 1.46838 -0.34902 0.99024
3.00 | -0.23663 0.55749 -0.18057 0.14029
4.00 | -0.11146 0.21857 -0.09101 0.01611
5.00 | -0.04384 0.08610 -0.04448 -0.00222
6.00 | -0.01563 0.03316 -0.02111 -0.00359
R (bohr) | screening function: this work, ZBL | omitted gradient, correlation (hartree)
0.10 | 0.71065 0.68251 | -1.76063 -0.07790
0.25 | 0.47512 0.43851 | -1.66383 -0.07113
0.50 | 0.26889 0.24154 | -1.05034 -0.05876
1.00 | 0.10819 0.09176 | -0.49253 -0.04109
1.50 | 0.05477 0.04170 | -0.20678 -0.03282
2.00 | 0.02829 0.02092 | -0.12660 -0.02667
3.00 | 0.00601 0.00618 | -0.05739 -0.01659
4.00 | 0.00092 0.00213 | -0.02993 -0.00978
5.00 | -0.00016 0.00083 | -0.01745 -0.00552
6.00 | -0.00031 0.00035 | -0.01022 -0.00301
b parts: VC -328.574, Vk 72.746, Vx -3.362 hartree
b frozen = -259.190, from V at R = 0.001 bohr: -259.172 hartree
United atom K: HF energy -599.1126, relaxed b = -286.106 hartree
Initial screening length ZA*ZB/|b| = 0.2701 bohr
E = 100 eV = 3.6749 hartree: closest approach 1.3174 bohr = 0.6971 angstrom; ZBL 1.2184 bohr
E = 1000 eV = 36.7493 hartree: closest approach 0.5059 bohr = 0.2677 angstrom; ZBL 0.4804 bohr
E = 10000 eV = 367.4932 hartree: closest approach 0.1257 bohr = 0.0665 angstrom; ZBL 0.1212 bohr
ALL CHECKS PASSED
```
